\section*{When a Thin Film Begins to Fill Its Second Subband}

\section{Onset of the second subband in a flat film}

In a model silicon film 4 nm thick, the second subband of the two-valley ladder begins to fill at $12.22\times10^{12}\ \mathrm{cm^{-2}}$. At 3 nm the figure is $21.72\times10^{12}\ \mathrm{cm^{-2}}$, and at 6 nm it is $5.430\times10^{12}\ \mathrm{cm^{-2}}$. Multiplied by the square of the thickness, all three densities give the same pure number, 1.955, to within 0.1\%. Planck's constant, which sets every energy in the film, has dropped out. The number depends on the valley count and on a ratio of two masses, and the derivation below shows why.

\subsection{Model and conventions}

The film occupies $0<z<t$. Its potential energy is flat and its walls are impenetrable. Electrons move freely in the $x$ and $y$ directions. A valley is a minimum of the conduction band, and a ladder is the set of confined levels shared by $g_v$ equivalent valleys. The bands are parabolic, with principal axes along $x,y,z$ and masses $m_x,m_y,m_z$. Energies are measured from the band edge in the film, and each orbital state holds two electrons of opposite spin. Interactions are absent at first; the field of the electrons' own charge is added in Section~\ref{sec:bend}.

\subsection{The gap between the subbands}

The potential does not couple the three directions, so the wavefunction is a product of a plane wave in $x,y$ and a function $\psi(z)$ obeying
\begin{equation}
-\frac{\hbar^2}{2m_z}\frac{d^2\psi}{dz^2}=E\psi,\qquad \psi(0)=\psi(t)=0 .
\label{eq:wave}
\end{equation}
The condition at $z=0$ selects $\sin kz$. The condition at $z=t$ then requires $kt=n\pi$ with $n=1,2,\dots$ Normalizing and inserting this $k$ in \eqref{eq:wave} gives
\begin{equation}
\psi_n=\sqrt{\frac2t}\,\sin\frac{n\pi z}{t},\qquad
E_n=\frac{\hbar^2\pi^2n^2}{2m_zt^2}.
\label{eq:levels}
\end{equation}
The gap between the first two levels is therefore
\begin{equation}
\Delta=E_2-E_1=(4-1)E_1=\frac{3\pi^2\hbar^2}{2m_zt^2}.
\label{eq:gap}
\end{equation}
Only the mass across the film enters. Each level is the bottom of a subband, because motion along the film adds kinetic energy to it.

\subsection{The room below the gap}

Let the film be a square of side $L$ with periodic boundary conditions. The allowed values of $k_x$ and $k_y$ are spaced by $2\pi/L$, so each orbital state occupies an area $(2\pi/L)^2$ in the $k$ plane. States with in-plane energy below $\varepsilon$ satisfy
\begin{equation}
\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y}<\varepsilon .
\end{equation}
This is an ellipse with semi-axes $\sqrt{2m_x\varepsilon}/\hbar$ and $\sqrt{2m_y\varepsilon}/\hbar$. Its area is $\pi$ times their product, $2\pi m_d\varepsilon/\hbar^2$, where $m_d=\sqrt{m_xm_y}$. Dividing by the area per state and by $L^2$, and multiplying by 2 for spin and $g_v$ for valleys, gives the number of electrons per unit area that fit below $\varepsilon$:
\begin{equation}
2g_v\,\frac{1}{4\pi^2}\,\frac{2\pi m_d\varepsilon}{\hbar^2}
=D\varepsilon,\qquad D=\frac{g_vm_d}{\pi\hbar^2}.
\label{eq:dos}
\end{equation}
The density of states $D$ is constant in energy and is the same for every subband of the ladder. Only the in-plane masses enter.

\subsection{The threshold density}

At zero temperature all states below the Fermi energy $E_F$ are full and all states above it are empty. While $E_1<E_F<E_2$, the first subband holds every electron of the ladder, and \eqref{eq:dos} gives $n=D(E_F-E_1)$. The second subband begins to fill when $E_F$ reaches $E_2$. With \eqref{eq:gap} and \eqref{eq:dos},
\begin{align}
n_c&=D\Delta
=\frac{g_vm_d}{\pi\hbar^2}\,\frac{3\pi^2\hbar^2}{2m_zt^2}\nonumber\\
&=\frac{3\pi}{2}\,g_v\,\frac{m_d}{m_z}\,\frac1{t^2}.
\label{eq:nc}
\end{align}

The factor $\hbar^2$ in the gap cancels the $1/\hbar^2$ in the density of states. A common factor multiplying all the masses cancels in the same way: it narrows the gap and packs the in-plane states more densely in equal proportion. What remains is the ratio $m_d/m_z$. At fixed thickness, a heavier mass across the film lowers $n_c$ by closing the gap, and a heavier in-plane mass raises it by making more room below the gap.

The inverse square has a geometrical reading. Take $m_x=m_y=m_d$, so that the Fermi line is a circle of radius $k_F$. Counting states inside it gives
\begin{equation}
n=2g_v\frac{\pi k_F^2}{4\pi^2}=\frac{g_vk_F^2}{2\pi}.
\label{eq:kf}
\end{equation}
Setting $n=n_c$ and solving for $k_F$,
\begin{equation}
k_F^2=\frac{2\pi n_c}{g_v}=\frac{3\pi^2}{t^2}\frac{m_d}{m_z},
\qquad k_Ft=\pi\sqrt{\frac{3m_d}{m_z}} .
\end{equation}
The onset occurs when the in-plane Fermi wavelength stands in a fixed ratio to the thickness. A density is an inverse length squared, and $t$ is the only length in the problem.

Equation \eqref{eq:nc} can be tested without using it. For a square of side $2\ \mu$m with the masses of the example below, the box states were listed, sorted by energy and filled until the first state of the second subband was reached. At 3, 4 and 6 nm this count gave 21.71, 12.22 and 5.428 in units of $10^{12}\ \mathrm{cm^{-2}}$, within 0.1\% of the densities quoted at the start. The small differences come from the finite box and the grid. The 3 and 6 nm counts give a thickness power of $-2.00$. Two other ladders were counted at 4 nm in a square of side $1\ \mu$m. One had four valleys with in-plane masses 0.19 and 0.916 and mass 0.19 across the film; the other had one valley with all masses 0.4, in units of the free-electron mass $m_e$. Both counts agreed with \eqref{eq:nc} within 0.5\%.

\subsection{Higher subbands and the thick-film limit}

The same argument gives the density at which subband $M+1$ begins to fill. The Fermi energy is then $E_{M+1}$, and each lower subband $j$ holds $D(E_{M+1}-E_j)$. With \eqref{eq:levels} and \eqref{eq:dos},
\begin{align}
n_{M+1}&=\frac{\pi g_v}{2t^2}\frac{m_d}{m_z}
\sum_{j=1}^{M}\left[(M+1)^2-j^2\right]\nonumber\\
&=\frac{\pi g_v}{2t^2}\frac{m_d}{m_z}
\left[M(M+1)^2-\frac{M(M+1)(2M+1)}6\right]\nonumber\\
&=\frac{\pi g_v}{2t^2}\frac{m_d}{m_z}\,
\frac{M(M+1)(4M+5)}6 .
\label{eq:higher}
\end{align}
For $M=1$ the last fraction is 3, which returns \eqref{eq:nc}. For large $M$ it tends to $2M^3/3$. Writing $K=M\pi/t$ for the largest occupied wave number across the film, the volume density becomes
\begin{equation}
\frac{n_{M+1}}t\to\frac{\pi g_v}{3}\frac{m_d}{m_z}\frac{M^3}{t^3}
=\frac{g_v}{3\pi^2}\frac{m_d}{m_z}K^3 .
\label{eq:bulk}
\end{equation}
This is the bulk result. The bulk Fermi ellipsoid has semi-axes $K$, $K\sqrt{m_x/m_z}$ and $K\sqrt{m_y/m_z}$, hence volume $\tfrac{4\pi}3K^3m_d/m_z$. Multiplying by $2g_v/(2\pi)^3$ gives \eqref{eq:bulk}. The limit confirms the factors of spin, valley and mass.

\subsection{When another ladder interferes}

The density $n_c$ counts the electrons of one ladder. It is the density of the whole film only if all other ladders are empty at the onset. Suppose a second ladder, marked by primes, shares the same band edge. It is empty when its lowest level lies above $E_2$:
\begin{equation}
\frac{\hbar^2\pi^2}{2m_z't^2}>\frac{4\hbar^2\pi^2}{2m_zt^2}
\quad\Longleftrightarrow\quad m_z'<\frac{m_z}4 .
\label{eq:other}
\end{equation}
In this model the condition does not depend on thickness. If it fails, the second ladder already holds electrons at the onset. As long as only its first subband lies below $E_2$, the total density is
\begin{equation}
n_{\rm total}=n_c+D'(E_2-E_1').
\label{eq:total}
\end{equation}

\subsection{A silicon film 4 nm thick}

Consider a model (100) silicon film, with the masses set to $0.916\,m_e$ and $0.19\,m_e$ as inputs. The main ladder has two valleys, with the heavy mass across the film and the light mass in both in-plane directions. Thus $g_v=2$ and $m_d/m_z=0.19/0.916=0.2074$. From \eqref{eq:levels}, $E_1=25.66$ meV and $E_2=4E_1=102.6$ meV, so $\Delta=76.97$ meV. The density of states is $158.7\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$. Therefore
\begin{equation}
n_c=158.7\times10^{12}\times0.07697\ \mathrm{cm^{-2}}
=12.22\times10^{12}\ \mathrm{cm^{-2}},
\end{equation}
or $1.222\times10^{17}\ \mathrm{m^{-2}}$. The direct route through \eqref{eq:nc} gives $1.955/(4\ \mathrm{nm})^2=0.1222\ \mathrm{nm^{-2}}$, the same density.

The other ladder has four valleys with the light mass across the film. Condition \eqref{eq:other} holds, but narrowly, since 0.19 is only a little below $0.916/4=0.229$. Its first level is at 123.7 meV, which is 21.1 meV above $E_2$.

Solving \eqref{eq:nc} for $t$ gives the greatest thickness that keeps the second subband empty at a chosen density. For $10^{13}\ \mathrm{cm^{-2}}=0.1\ \mathrm{nm^{-2}}$ it is $\sqrt{1.955/0.1}$ nm $=4.42$ nm. This limit belongs to zero temperature, a flat potential and hard walls.

\subsection{The electrons' own field}
\label{sec:bend}

A sheet of electrons between two equally charged gates bends the potential. Let $U(z)$ be the electron potential energy and $\varepsilon$ now the permittivity of the film. The charge density is $-en|\psi_1|^2$. Poisson's equation for the electrostatic potential $\phi$, with $U=-e\phi$, gives
\begin{equation}
\frac{d^2U}{dz^2}=-\frac{e^2n}{\varepsilon}|\psi_1|^2
=-\frac{e^2n}{\varepsilon t}\left(1-\cos\frac{2\pi z}t\right).
\end{equation}
By symmetry $dU/dz=0$ at $z=t/2$. One integration gives
\begin{equation}
\frac{dU}{dz}=-\frac{e^2n}{\varepsilon t}
\left[z-\frac t2-\frac t{2\pi}\sin\frac{2\pi z}t\right],
\end{equation}
and a second, with $U(0)=0$, gives
\begin{equation}
U=\frac{e^2n}{\varepsilon t}\left[\frac{z(t-z)}2
+\frac{t^2}{4\pi^2}\left(1-\cos\frac{2\pi z}t\right)\right].
\label{eq:U}
\end{equation}
The energy is highest at mid-film, where the first subband has its greatest density and the second has a node. The first level should therefore rise more than the second.

To first order each level shifts by the average of $U$ in its unperturbed state, with $|\psi_j|^2=[1-\cos(qz)]/t$ and $q=2\pi j/t$ for level $j$. For the first term of \eqref{eq:U}, integrate by parts twice. The first boundary term vanishes because $z(t-z)$ is zero at both walls:
\begin{align}
\int_0^t z(t-z)\cos qz\,dz
&=-\frac1q\int_0^t(t-2z)\sin qz\,dz\nonumber\\
&=-\frac1q\,\frac{2t}q=-\frac{2t}{q^2}.
\end{align}
Since $\int_0^tz(t-z)\,dz=t^3/6$,
\begin{equation}
\langle z(t-z)\rangle_j=\frac{t^2}6+\frac2{q^2}
=\frac{t^2}6+\frac{t^2}{2\pi^2j^2}.
\end{equation}
For the second term, orthogonality of the cosines gives $\langle\cos(2\pi z/t)\rangle_j=-\tfrac12$ for $j=1$ and zero for $j=2$. The change of the gap is then
\begin{align}
\delta\Delta&=\frac{e^2n}{\varepsilon t}\left[
\frac{t^2}{4\pi^2}\left(\frac14-1\right)
+\frac{t^2}{4\pi^2}\left(1-\frac32\right)\right]\nonumber\\
&=-\frac{5}{16\pi^2}\frac{e^2nt}\varepsilon .
\label{eq:shift}
\end{align}
The onset condition becomes $n=D(\Delta+\delta\Delta)$. Since $\delta\Delta$ is proportional to $n$, collecting the terms in $n$ gives
\begin{equation}
n=\frac{n_c}{1+\lambda},\qquad
\lambda=\frac{5e^2tD}{16\pi^2\varepsilon}.
\label{eq:lambda}
\end{equation}
The gap grows as $1/t^2$, while the bending at the threshold density grows only as $1/t$. With hard walls, the flat model therefore improves as the film thins, and the threshold approaches the inverse-square law. Leakage into a finite barrier, treated below, matters more in a thinner film.

For the 4 nm film, with the relative permittivity set to 11.7, $\lambda=0.3109$ and \eqref{eq:lambda} gives $12.22/1.3109=9.32$ in units of $10^{12}\ \mathrm{cm^{-2}}$. A self-consistent solution of the Schr\"odinger and Poisson equations gives 9.57, so the first-order value is 2.6\% below it. The self-consistent threshold is 0.783 of the flat one at 4 nm and 0.930 at 1 nm. The 1 nm case serves only to test the trend, since a continuum mass is doubtful in so thin a film.

Bending also tightens the thickness limit. At 4 nm the self-consistent threshold is already below $10^{13}\ \mathrm{cm^{-2}}$, so the flat-film limit of 4.42 nm is too generous.

\subsection{Soft walls and the order of the levels}

A real oxide is a finite barrier. Let $\kappa$ be the decay constant in the oxide and $m_{\rm ox}$ the mass there. Near a wall, write the wave inside as $\sin k(s+\delta)$, where $s$ is the distance from the wall and $\delta$ is the apparent outward shift of the node. Continuity of $\psi$ and of $\psi'/m$ requires
\begin{equation}
\frac{k}{m_z}\cot k\delta=\frac{\kappa}{m_{\rm ox}},
\qquad \delta\simeq\frac{m_{\rm ox}}{\kappa m_z}\quad(k\delta\ll1).
\label{eq:leak}
\end{equation}
Leakage widens the film by about $2\delta$ and lowers the levels. For levels far below the barrier top, $\kappa$ is nearly common to both ladders, so the shift is larger for the ladder with the light mass across the film.

With rough values of 3.1 eV for the barrier and $0.5\,m_e$ for the oxide mass, and 1 nm of oxide on each side closed by hard walls at the gates, this difference reverses the order of the levels. In a flat potential the first level of the other ladder falls about 9.0 meV below $E_2$. That ladder then holds about $6.3\times10^{12}\ \mathrm{cm^{-2}}$ at the onset, and the total density rises to about $17.5\times10^{12}\ \mathrm{cm^{-2}}$. This is \eqref{eq:total} with $n_c$ replaced by $D\Delta$ for the reduced gap of 70.7 meV, which is $11.2\times10^{12}\ \mathrm{cm^{-2}}$.

Bending acts the other way. With hard walls, the lowest states of the two ladders have the same shape, so to first order both rise equally, by more than $E_2$ does. When leakage and bending are treated together, the other ladder of the 4 nm film lies about 3.7 meV above $E_2$ (3.66 meV on the grid used, 3.65 meV on a finer mesh) and is empty, and the onset falls to $8.71\times10^{12}\ \mathrm{cm^{-2}}$. This is 29\% below the flat, hard-walled value. So small a margin, obtained from rough barrier parameters and without the image charges at the film surfaces, does not settle the order of the levels in an actual film. The margin is about 6.2 meV for an oxide mass of $0.4\,m_e$ and 1.5 meV for $0.6\,m_e$, and it changes sign near $0.7\,m_e$. It also depends on thickness: at 3 nm, with the same barrier and bending, the other ladder lies about 7 meV below $E_2$ and holds about $5.0\times10^{12}\ \mathrm{cm^{-2}}$ at the onset, and at 2 nm the total density at the onset is about 1.45 times the flat, hard-walled value.

\subsection{Comparison with real devices}

Silicon double-gate films a few nanometres thick, carrying roughly $10^{13}\ \mathrm{cm^{-2}}$ when switched on, lie in the range of this example. The flat potential is a poor assumption there: bending alone moves the threshold from 12.2 to 9.6, and bending with leakage to 8.7, in units of $10^{12}\ \mathrm{cm^{-2}}$. By Gauss's law each gate terminates half the charge, so the oxide field at the flat threshold is $en_c/(2\varepsilon_{\rm ox})=2.83$ MV/cm for relative permittivity 3.9, below a rough breakdown field of 10 MV/cm. One added atomic layer, taken as 0.136 nm, lowers the flat threshold by 6.5\%. Fins whose side walls have another orientation need their own masses, and tilted valleys break the assumption that the principal axes lie along the film.

At 300 K the onset is not sharp, because the thermal energy is 25.85 meV. With the flat, hard-wall levels and the total density held at $n_c$, about 10\% of the electrons are in the second subband of the main ladder and 21\% are in the other ladder. The finite barrier lowers that ladder, and with leakage and bending included the two shares become about 12\% and 41\%. The threshold then marks a scale of density, not a switching point.

Exchange is also left out. Its unscreened size for a sheet of zero thickness follows by summing the Coulomb interaction $e^2/(2\varepsilon|\mathbf k-\mathbf q|)$ over occupied states of one spin and valley, with $\mathbf k$ on the Fermi circle. In polar coordinates centred on $\mathbf k$,
\begin{equation}
\frac{e^2}{2\varepsilon}\frac1{4\pi^2}
\int_{-\pi/2}^{\pi/2}2k_F\cos\theta\,d\theta
=\frac{e^2k_F}{2\pi^2\varepsilon}.
\end{equation}
With $k_F$ from \eqref{eq:kf} at $n_c$, this is about 49 meV, comparable with the gap. By lowering the occupied subband it would raise the threshold, but screening, the finite thickness and exchange with the second subband all reduce the net effect, while the lower permittivity of a thick surrounding oxide strengthens it. The figure is a scale, not a correction. Correlation, image charges, nonparabolic bands, valley splitting and gate leakage current are also omitted, so the computed thresholds are results of the stated models and not predictions for a particular device. The full set of values is in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
film thickness: 4 nm
heavy mass (across film, main ladder): 0.916 m_e
light mass (in plane, main ladder): 0.19 m_e
main ladder valleys: 2
other ladder valleys: 4
mass ratio m_d/m_z, main ladder: 0.2074
first level, main ladder: 25.66 meV
second level, main ladder: 102.6 meV
gap, main ladder: 76.97 meV
first level, other ladder: 123.7 meV
density of states, main ladder: 158.7 10^12 cm^-2 eV^-1
flat-film threshold density: 12.22 10^12 cm^-2
flat-film threshold density: 1.222e+17 m^-2
threshold times thickness squared: 1.955
threshold by counting states, 3 nm film: 21.71 10^12 cm^-2
threshold by counting states, 4 nm film: 12.22 10^12 cm^-2
threshold by counting states, 6 nm film: 5.428 10^12 cm^-2
power of thickness from counting (3 and 6 nm): -2
chosen density for thickness limit: 10 10^12 cm^-2
greatest thickness at that density: 4.421 nm
film relative permittivity: 11.7
bending parameter lambda: 0.3109
threshold with first-order bending: 9.32 10^12 cm^-2
threshold with self-consistent bending: 9.57 10^12 cm^-2
self-consistent/flat threshold, 4 nm: 0.7833
self-consistent/flat threshold, 1 nm: 0.93
oxide barrier: 3.1 eV
oxide mass: 0.5 m_e
oxide width on each side: 1 nm
oxide relative permittivity: 3.9
hard walls, flat: main gap: 76.97 meV
hard walls, flat: other first minus main second level: 21.1 meV
hard walls, bent: main gap: 60.29 meV
hard walls, bent: other first minus main second level: 39 meV
finite barrier, flat: main gap: 70.71 meV
finite barrier, flat: other first minus main second level: -8.99 meV
finite barrier, bent: main gap: 54.88 meV
finite barrier, bent: other first minus main second level: 3.66 meV
finite barrier, flat: total threshold: 17.49 10^12 cm^-2
finite barrier, flat: part in other ladder: 6.269 10^12 cm^-2
finite barrier, bent: total threshold: 8.712 10^12 cm^-2
finite barrier, bent: part in other ladder: 0 10^12 cm^-2
temperature of use: 300 K
thermal energy: 25.85 meV
warm share in second main subband: 9.97 %
warm share in other ladder: 21 %
atomic layer thickness: 0.136 nm
threshold change for one added layer: -6.47 %
oxide field at flat threshold: 2.83 MV/cm
rough oxide breakdown field: 10 MV/cm
unscreened exchange scale: 49 meV
\end{verbatim}
